\section*{Polar-Optical Energy Loss and Electron Runaway in a Parabolic Band, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy loss per path length and its maximum}

An electron in a lightly doped layer of gallium nitride is accelerated by an applied field and gives the energy back to the lattice, chiefly by emitting longitudinal optical phonons of about 0.09 eV each. In a weak field the two processes keep pace and the electron stays near the bottom of the band. For this to continue as the field grows, the loss per nanometre must grow too, and whether it can do so depends on how the loss varies with the electron's energy. A fast electron passes each region of the polar lattice in a shorter time and disturbs it less. There may therefore be a largest loss that the lattice can impose, and a field beyond which it can no longer hold the electron back.

Consider one electron of charge $-e$ in an isotropic parabolic band, $E=\hbar^2k^2/2m$, with speed $v=\hbar k/m$. The lattice is at zero temperature, so that phonons can be emitted but not absorbed. The longitudinal optical phonons have one frequency $\omega$ at all wave vectors that matter. The final electron states are empty. The permittivity relative to vacuum is $\varepsilon_s$ for static fields and $\varepsilon_\infty$ for fields too fast for the ions to follow but slow for the bound electrons. The combination
\begin{equation}
\frac{1}{\varepsilon_p}=\frac{1}{\varepsilon_\infty}-\frac{1}{\varepsilon_s}
\end{equation}
measures the screening due to the ions, and hence how strongly a charge couples to them.

The coupling can be found from electrostatics. In a crystal of volume $V$, let charges at positions $\mathbf r_j$ act on the phonon amplitudes through
\begin{equation}
H=\sum_{\mathbf q}\left[\hbar\omega\,a_{\mathbf q}^\dagger a_{\mathbf q}
+M_q\left(\rho_{\mathbf q}a_{\mathbf q}+\rho_{\mathbf q}^*a_{\mathbf q}^\dagger\right)\right],
\qquad \rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j},
\end{equation}
with $M_q$ real; a phase could be absorbed in $a_{\mathbf q}$. For charges at rest, define $b_{\mathbf q}=a_{\mathbf q}+M_q\rho_{\mathbf q}^*/\hbar\omega$. Multiplying out $\hbar\omega\,b_{\mathbf q}^\dagger b_{\mathbf q}$ reproduces the bracket plus $M_q^2|\rho_{\mathbf q}|^2/\hbar\omega$. The shifted oscillators have the old frequency, so the charges lower the energy by
\begin{equation}
\sum_{\mathbf q}\frac{M_q^2|\rho_{\mathbf q}|^2}{\hbar\omega}.
\end{equation}
For two equal charges a distance $\mathbf R$ apart, $|\rho_{\mathbf q}|^2=2+2\cos(\mathbf q\cdot\mathbf R)$. The constant belongs to each charge separately; the cosine is their interaction through the lattice. This interaction must turn the Coulomb energy screened by $\varepsilon_\infty$ into the one screened by $\varepsilon_s$. Since the Fourier component of the Coulomb energy is $e^2/(\varepsilon_0\varepsilon Vq^2)$, it follows that
\begin{equation}
-\frac{2M_q^2}{\hbar\omega}
=\frac{e^2}{\varepsilon_0Vq^2}\left(\frac1{\varepsilon_s}-\frac1{\varepsilon_\infty}\right),
\qquad
M_q^2=\frac{e^2\hbar\omega}{2\varepsilon_0Vq^2\varepsilon_p}.
\end{equation}
This is the Fröhlich coupling.

The same strength must appear in the response to a moving charge. A harmonic oscillator driven at frequency $\Omega$ responds $\omega^2/(\omega^2-\Omega^2)$ times as strongly as to a static force, so
\begin{equation}
\frac1{\varepsilon(\Omega)}=\frac1{\varepsilon_\infty}
-\frac1{\varepsilon_p}\frac{\omega^2}{\omega^2-\Omega^2},
\qquad
\int_0^\infty \mathrm{Im}\left(\frac{-1}{\varepsilon}\right)d\Omega
=\frac{\pi\omega}{2\varepsilon_p},
\end{equation}
where the integral is the contribution of the pole in the limit of weak damping. As a test, the integral was evaluated up to $20\,\omega_T$ for a lattice with transverse frequency $\omega_T$ and
\begin{equation}
\varepsilon(\Omega)=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}
{1-\Omega^2/\omega_T^2-i\gamma\Omega/\omega_T^2},\qquad \gamma=10^{-3}\omega_T.
\end{equation}
Without damping this permittivity vanishes at $\omega=\omega_T\sqrt{\varepsilon_s/\varepsilon_\infty}$, the longitudinal frequency. With $\varepsilon_\infty=5.3$ and $\varepsilon_s=9$ the numerical integral is 0.99975 times the predicted value.

To lowest order in the coupling, the emission rate follows from the golden rule,
\begin{equation}
W=\frac{2\pi}{\hbar}\sum_{\mathbf q}M_q^2\,
\delta\!\left(E_{\mathbf k-\mathbf q}+\hbar\omega-E_{\mathbf k}\right).
\end{equation}
Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf k$. The argument of the delta function is $\hbar^2q^2/2m-\hbar^2kq\mu/m+\hbar\omega$, which vanishes at
\begin{equation}
\mu=\frac{q}{2k}+\frac{m\omega}{\hbar kq}.
\label{eq:angle}
\end{equation}
Integration over $\mu$ gives $m/(\hbar^2kq)$ if this value does not exceed one, and zero otherwise. Measure energy in phonon quanta, $x=E/\hbar\omega$. Then $2m\omega/\hbar=k^2/x$, and the condition $\mu\le1$ becomes $q^2-2kq+k^2/x\le0$. It has solutions for $x\ge1$, when the electron can afford a phonon, and they lie between
\begin{equation}
q_\pm=k(1\pm s),\qquad s=\sqrt{1-\frac1x}.
\end{equation}
The sum over $\mathbf q$ becomes $V/(2\pi)^3$ times $2\pi\int q^2dq\int d\mu$, so
\begin{align}
W&=\frac{2\pi}{\hbar}\,\frac{V}{4\pi^2}\int_{q_-}^{q_+}q^2dq\;
\frac{e^2\hbar\omega}{2\varepsilon_0Vq^2\varepsilon_p}\,\frac{m}{\hbar^2kq}\\
&=\frac{e^2\omega}{4\pi\varepsilon_0\varepsilon_p\hbar v}\int_{q_-}^{q_+}\frac{dq}{q}.
\end{align}
The logarithm simplifies because $1-s^2=1/x$:
\begin{equation}
\ln\frac{1+s}{1-s}=\ln\left[x(1+s)^2\right]
=2\ln\left(\sqrt x+\sqrt{x-1}\right)=2\,\mathrm{arccosh}\sqrt x .
\end{equation}

An electron emits $W/v$ phonons per unit path on average, and each carries away $\hbar\omega$. The mean energy loss per path length is therefore $S=\hbar\omega W/v$. Inserting $v^2=2x\hbar\omega/m$ gives
\begin{equation}
S=\frac{e^2\omega^2}{4\pi\varepsilon_0\varepsilon_p}\,
\frac{m}{2x\hbar\omega}\,2\,\mathrm{arccosh}\sqrt x
=eF_0\,g(x),
\end{equation}
with
\begin{equation}
F_0=\frac{e\,m\,\omega}{4\pi\varepsilon_0\varepsilon_p\hbar},\qquad
g(x)=\frac{\mathrm{arccosh}\sqrt x}{x}\quad(x>1),
\label{eq:loss}
\end{equation}
and $g=0$ for $x\le1$. The material enters through a field scale $F_0$ and an energy unit $\hbar\omega$; the shape of the curve is common to all isotropic parabolic bands in this model. A mass that depends on direction changes it: with 0.19 electron masses along one axis and 0.21 across it, the maximum found below moves from $x=1.72$ to 1.68 for motion along the axis and to about 1.75 for motion across it. A heavier mass raises the loss because at given energy the electron is slower.

The two ends of the curve show why it must have a maximum. Put $x=\cosh^2u$, so that $u=\mathrm{arccosh}\sqrt x$ and $x-1=\sinh^2u$. Just above the emission threshold $u\approx\sqrt{x-1}$, and the loss rises from zero as the range of allowed wave vectors opens. At high energy $u\approx\tfrac12\ln(4x)$, and
\begin{equation}
g\approx\frac{\ln(4x)}{2x}.
\end{equation}
Here the ratio $q_+/q_-$ grows as $4x$, so the integral $\int dq/q$ grows only logarithmically, while the factor $1/v^2$ reduces the loss as $1/E$. One power of $1/v$ comes from the emission rate and the other from counting per length instead of per time.

In terms of $u$ the loss is $g=u/\cosh^2u$, with derivative
\begin{equation}
\frac{dg}{du}=\frac{1}{\cosh^2u}-\frac{2u\sinh u}{\cosh^3u}
=\frac{1-2u\tanh u}{\cosh^2u}.
\end{equation}
The product $2u\tanh u$ rises steadily from zero without limit. It therefore equals one at a single $u$, below which the loss rises and above which it falls. The condition and its numerical solution are
\begin{equation}
2u\tanh u=1,\qquad u=0.7717,\qquad x_{\max}=1.7235,\qquad g_{\max}=0.4477.
\end{equation}
The loss is greatest at less than twice the phonon energy.

This result was tested by a different integration. Energy conservation fixes the final wave number $k'$, and the golden-rule sum can be taken over the direction of $\mathbf k'$ with $q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$. Carried out numerically at $x=1.05$, 1.5, 2.5, 6 and 25, it reproduces Eq.~(\ref{eq:loss}) to better than one part in a million. A search for the maximum of the numerical loss returns $x=1.72354$ and $g=0.44774$, the same digits as the analytic condition.

For a worked example take round parameters in the regime of gallium nitride, all rough typical values: $m$ equal to 0.2 electron masses, $\hbar\omega=0.09$ eV, $\varepsilon_\infty=5.3$ and $\varepsilon_s=9$. Then $1/\varepsilon_p=1/5.3-1/9=0.0776$, and Eq.~(\ref{eq:loss}) gives $F_0=0.2638$ MV/cm. The greatest loss occurs at $1.7235\times0.09\ \mathrm{eV}=0.155$ eV. The field whose force equals it is
\begin{equation}
F_c=g_{\max}F_0=0.4477\times0.2638\ \mathrm{MV/cm}=0.118\ \mathrm{MV/cm},
\end{equation}
or a loss of 0.0118 eV/nm. The rate and speed at this energy give the same value: with $W=6.86\times10^{13}\ \mathrm{s^{-1}}$ and $v=5.22\times10^7$ cm/s, the electron travels $v/W=7.6$ nm per phonon, and 0.09 eV divided by 7.6 nm is 0.0118 eV/nm.

These numbers also show a limit of the golden rule. With the dimensionless Fröhlich constant
\begin{equation}
\alpha=\frac{e^2}{4\pi\varepsilon_0\varepsilon_p\hbar}\sqrt{\frac{m}{2\hbar\omega}},
\qquad \frac{W}{\omega}=\frac{2\alpha\,\mathrm{arccosh}\sqrt x}{\sqrt x},
\end{equation}
the example has $\alpha=0.43$. At the maximum $\hbar W=0.045$ eV, half a phonon energy. The electron's energy is thus not sharp on the scale on which $g$ varies, and corrections of higher order in $\alpha$ need not be small. They are not calculated here, so $F_c$ should be read as about 0.12 MV/cm at leading order.

Now let an electron move straight along the force exerted by a field of magnitude $F$. If the discrete emissions are replaced by a smooth loss equal to their mean, its energy changes with path length $\ell$ as
\begin{equation}
\frac{dE}{d\ell}=eF-S(E).
\label{eq:straight}
\end{equation}
For $0<F<F_c$ the loss curve crosses the level $eF$ twice. Near a crossing, a small deviation $\delta$ obeys $d\delta/d\ell=-(dS/dE)\,\delta$. The lower crossing, where $S$ rises, is stable: an electron with too much energy loses more. The upper crossing, where $S$ falls, is unstable: an electron with too much energy loses less and gains still more. In the example at $F=0.8F_c=0.095$ MV/cm, the crossings lie at 0.108 eV and 0.308 eV.

As the field is raised, the two crossings approach each other. They merge at $F_c$, and above it none is left. Since $S\le eF_c$, Eq.~(\ref{eq:straight}) then gives
\begin{equation}
\frac{dE}{d\ell}\ge e(F-F_c)>0
\end{equation}
at every energy. The electron gains energy without limit, and once it has passed the maximum it gains ever faster. This is runaway for straight motion.

Numerical integration of Eq.~(\ref{eq:straight}) over a path of $300\,\hbar\omega/eF_0$, about 1 $\mu$m, bears this out. At $0.8F_c$, an electron starting at zero energy and one starting 5\% below the upper crossing both settle at the lower one; a start 5\% above the upper crossing ends beyond three times that energy. At $1.1F_c$ an electron starting from rest passes $20\,\hbar\omega$. These results belong to the smooth equation. Each emission removes an energy comparable to $E$ itself, at a random moment. With discrete emissions and no deflection, about 90\% of electrons starting from rest at $0.8F_c$, and about 15\% at $0.6F_c$, pass $20\,\hbar\omega$ within the same path. Even for straight motion $F_c$ is therefore not a sharp threshold.
\section{Deflection, fluctuations and the fate of the electrons}

The first half considered an electron of mass $m$ and energy $E=x\hbar\omega$ that emits optical phonons of energy $\hbar\omega$ in a lattice at zero temperature. Its mean energy loss per path length is $S=eF_0g(x)$, with $g=\mathrm{arccosh}\sqrt x/x$ above $x=1$ and zero below. The greatest value of $g$ is 0.4477, at $x=1.7235$, and it defines $F_c=0.4477F_0$. In the example, with rough gallium nitride parameters, $\hbar\omega=0.09$ eV, $F_0=0.2638$ MV/cm and $F_c=0.118$ MV/cm. The allowed phonon wave numbers lie between $q_\pm=k(1\pm s)$, where $s=\sqrt{1-1/x}$, and occur with weight $dq/q$. The emission rate is $W=B\ln(q_+/q_-)$, where $B=e^2\omega/(4\pi\varepsilon_0\varepsilon_p\hbar v)$ and $\ln(q_+/q_-)=2\,\mathrm{arccosh}\sqrt x$.

The threshold $F_c$ assumes that the electron loses energy smoothly and moves along the force. If its velocity makes an angle $\theta$ with the force, the gain per path length is $eF\cos\theta$, and an electron deflected sideways gains nothing for the moment. A field above $F_c$ thus does not by itself prove that a population runs away. The size of this effect follows from the forward momentum that emission removes.

A phonon $\mathbf q$ takes the fraction $q\mu/k$ of the electron's forward momentum, where $\mu$ is the cosine of the angle between $\mathbf q$ and $\mathbf k$. Energy conservation fixes $q\mu=q^2/2k+m\omega/\hbar k$, and $m\omega/\hbar=k^2/2x$, so the fraction is $q^2/2k^2+1/2x$. The relative rate of forward momentum loss is
\begin{align}
R&=B\int_{q_-}^{q_+}\frac{dq}{q}\left(\frac{q^2}{2k^2}+\frac1{2x}\right)\\
&=B\left[\frac{q_+^2-q_-^2}{4k^2}+\frac{\mathrm{arccosh}\sqrt x}{x}\right]
=B\,(s+g),
\end{align}
because $q_+^2-q_-^2=4k^2s$. To express $B$ through $F_0$, compare $S=\hbar\omega W/v=2\hbar\omega B\,\mathrm{arccosh}\sqrt x/v$ with $S=eF_0\,\mathrm{arccosh}\sqrt x/x$. This gives $B/v=eF_0/2E$. The length over which forward momentum is lost is then
\begin{equation}
\lambda=\frac vR=\frac{2E}{eF_0\,(s+g)}.
\end{equation}
It is 10.7 nm at the energy of greatest loss and 141 nm at 2 eV in the example. The length grows for two reasons: a fast electron emits fewer phonons per path length, and each removes on average a smaller fraction of its forward momentum.

The mean force of emission on the electron is opposite to its velocity, since sideways kicks average to zero over the azimuth. Its magnitude is
\begin{equation}
\hbar kR=\frac{mv^2}{\lambda}=\frac{2E}{\lambda}=eF_0\,(s+g).
\label{eq:friction}
\end{equation}
This exceeds the energy loss per length, $eF_0g$, by $eF_0s$. The excess comes from the term $q^2/2k^2$. Just above threshold an emission almost stops the electron: it takes the momentum $\hbar k$ but only the energy $\hbar kv/2$, so the force is twice the energy loss per length even without deflection. Far above threshold each phonon takes only a small part of the energy, and the excess is the effect of deflection, which removes forward momentum without removing a corresponding amount of energy. At high energy $g$ vanishes and $s$ tends to one, so the momentum loss tends to a constant force $eF_0$ while the energy loss dies out.

The energy loss per path length has a maximum at 1.72 phonon energies, which sets the threshold $F_c$ for smooth, straight motion, while the momentum loss tends to a constant force $eF_0$ at high energy. It remains to find how deflection and random emission change the threshold for a population of electrons, and how far the results apply to a real crystal.
